# Rode's Iteration for Polar-Optical Mobility and Its Direct Solution

## A case with two energies

Take a cold, nondegenerate electron gas. Almost every electron has an energy $E$ below the optical phonon energy $\hbar\omega$, so it can absorb a phonon but not emit one. After absorption it has energy $E+\hbar\omega$ and emits almost at once, because emission is faster than absorption by the factor $\sqrt{E/(E+\hbar\omega)}\,(N+1)/N$, where $N\ll1$ is the phonon occupation. This factor is large except at very small $E$. Two energies then suffice.

Let the speeds be $v$ and $v'$, the absorption rate at the lower energy $A$, the emission rate at the upper energy $A'$, and the mean cosine of the scattering angle $c$, the same in both directions. Let $v\tau$ be the mean displacement, along its present direction, that an electron has still to make before its direction is forgotten. It is the displacement before the next collision plus what survives that collision:
$$v\tau=\frac vA+c\,v'\tau',\qquad v'\tau'=\frac{v'}{A'}+c\,v\tau .$$
Elimination of $\tau'$ gives
$$\tau=\frac{1}{1-c^2}\left(\frac1A+\frac{c\,v'}{vA'}\right).$$

Iteration from $\tau=\tau'=0$ gives $1/A$ first, then $1/A+cv'/(vA')$, then the same with $c^2/A$ added. Each pair of sweeps supplies the next term of the geometric series for $1/(1-c^2)$. The iterates rise from below, and the error falls by $c^2$ per pair. Rode's method is this iteration with the whole ladder of energies $E,E+\hbar\omega,E+2\hbar\omega,\dots$ in place of two.

## Model and scattering rates

The band is parabolic and isotropic, with mass $m$. The phonons have one frequency $\omega$ and stay in equilibrium. The coupling is unscreened and weak enough for the golden rule. In Gaussian units, with volume $V$,
$$|M_q|^2=\frac{2\pi e^2\hbar\omega}{\varepsilon_pVq^2},\qquad \frac1{\varepsilon_p}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$
Define $u=E/\hbar\omega$, $x_0=\hbar\omega/k_BT$ and $N=1/(e^{x_0}-1)$. The equilibrium occupation is $f=1/(e^{x_0u-\eta}+1)$, with $\eta$ the Fermi energy over $k_BT$. Subscripts $\pm$ mark quantities at $u\pm1$.

For fixed $k$ and $k'$, $q^2=k^2+k'^2-2kk'x$, with $x$ the cosine of the scattering angle. Put $\beta=(k^2+k'^2)/(2kk')$. Then
$$\int_{-1}^{1}\frac{dx}{q^2}=\frac1{2kk'}\ln\frac{\beta+1}{\beta-1}=\frac{L}{kk'},\qquad L=\ln\left|\frac{k+k'}{k-k'}\right|,$$
since $(\beta+1)/(\beta-1)=(k+k')^2/(k-k')^2$. With $x/(\beta-x)=-1+\beta/(\beta-x)$,
$$\int_{-1}^{1}\frac{x\,dx}{q^2}=\frac{-2+2\beta L}{2kk'}=\frac{M}{kk'},\qquad M=\beta L-1 .$$
The mean cosine is $c=M/L$. It is below 1 as an average of $x$, and positive because $1/q^2$ favours $x>0$.

If $u_<$ is the lower energy of the pair, the ratio in $L$ is $(\sqrt{u_<+1}+\sqrt{u_<})^2$, so
$$L=2\,\mathrm{arsinh}\sqrt{u_<},\qquad \beta=\frac{2u_<+1}{2\sqrt{u_<(u_<+1)}} .$$

The sum over final states of one spin is $V(2\pi)^{-3}\,2\pi\int k'^2dk'\int dx$, and the energy delta function turns $k'^2dk'$ into $mk'/\hbar^2$. The factors of $2\pi$ cancel. The rate, without occupation factors, is
$$\frac{e^2\omega m}{\varepsilon_p\hbar^2k}L=\frac{\alpha\omega}{\sqrt u}L,\qquad \alpha=\frac{e^2}{\varepsilon_p\hbar}\sqrt{\frac{m}{2\hbar\omega}},$$
where $k=\sqrt{2m\omega u/\hbar}$ was used.

## Rode's equation

A weak force $F$ along $z$ changes the distribution to $f+g(u)\cos\theta$. The collision integral is
$$C=\sum_{k'}\left[W_{k'k}f'(1-f)-W_{kk'}f(1-f')\right],$$
with $W_{kk'}$ the rate from $k$ to $k'$. To first order, the change at $k$ is multiplied by $-[W_{k'k}f'+W_{kk'}(1-f')]$, and the change at $k'$ by $W_{k'k}(1-f)+W_{kk'}f$. For $k'$ one phonon higher, $W_{kk'}\propto N$ and $W_{k'k}\propto N+1$, so the brackets become $N+f_+$ and $N+1-f$. For $k'$ one phonon lower they become $N+1-f_-$ and $N+f$.

The azimuthal average of $\cos\theta'$ about $\mathbf k$ is $x\cos\theta$, which brings in $M$. Hence $C=(S_ig-S_og)\cos\theta$, with $S_o=A_++A_-$ and
$$A_+=\frac{\alpha\omega}{\sqrt u}(N+f_+)L_+,\qquad A_-=\frac{\alpha\omega}{\sqrt u}(N+1-f_-)L_-,$$
$$S_ig=\frac{\alpha\omega}{\sqrt u}\left[(N+1-f)M_+g_++(N+f)M_-g_-\right].$$
Terms with subscript $-$ are absent for $u<1$.

The steady Boltzmann equation is $(F/\hbar)\,\partial f/\partial k_z=C$. With $w=f(1-f)$, $\partial f/\partial k_z=-\hbar v\cos\theta\,w/k_BT$. Moving this term across gives Rode's step,
$$g_{n+1}=\frac{S_ig_n+Fvw/k_BT}{S_o},\qquad g_0=0 .$$

## The ladder system

Write $g=Fv\tau w/k_BT$. Equilibrium gives $f(1-f_+)/[f_+(1-f)]=e^{x_0}=(N+1)/N$, so
$$R\equiv Nf(1-f_+)=(N+1)f_+(1-f).$$
Therefore
$$(N+1-f)w_+=f_+(1-f_+)\left[(N+1)(1-f)+Nf\right]=R(1-f_+)+Rf_+=R,$$
$$(N+f_+)w=f(1-f)\left[N(1-f_+)+(N+1)f_+\right]=R(1-f)+Rf=R .$$
The two left sides are equal. The same relation for the pair $u-1,u$ reads $(N+f)w_-=(N+1-f_-)w$. Substituting both into Rode's equation and dividing by $Fvw/k_BT$ gives
$$S_o\tau=1+A_+c_+\frac{v_+}{v}\tau_++A_-c_-\frac{v_-}{v}\tau_- .$$
Division by $S_o$ gives $(1-K)\tau=1/S_o$ with $K_\pm=A_\pm c_\pm\sqrt{u_\pm/u}/S_o$. The opening example keeps two of these rows and neglects absorption at the upper energy.

Only energies $u=\epsilon+j$, $j=0,1,2,\dots$, with the same offset $0<\epsilon<1$ are coupled. Each offset is a separate tridiagonal system.

Multiply each row by $r\,S_o$, where $r=u^{3/2}w$. The diagonal of $K$ is zero, and the link between $u$ and $u+1$ becomes
$$u^{3/2}wA_+c_+\sqrt{\frac{u_+}{u}}=\alpha\omega\sqrt{uu_+}\,R\,M_+,$$
which is symmetric in the two energies. So $B\tau=r$ with $B=D(1-K)$ symmetric and $D=u^{3/2}wS_o$ diagonal. Rode's step is $D\tau_{n+1}=r+(D-B)\tau_n$, the Jacobi iteration for this system.

## Mobility

The drift velocity is $\frac13\int vg\,k^2dk\big/\int f\,k^2dk$, the third coming from the average of $\cos^2\theta$. With $k^2dk\propto\sqrt u\,du$ and $v^2=2\hbar\omega u/m$ it equals
$$\frac Fm\,\frac{2x_0}{3}\,\frac{\int u^{3/2}w\tau\,du}{\int\sqrt u\,f\,du}.$$
Since $df/du=-x_0w$, integration by parts turns the denominator into $\frac23x_0\int u^{3/2}w\,du$. Thus
$$\mu=\frac em\langle\tau\rangle,\qquad \langle\tau\rangle=\frac{\int u^{3/2}w\tau\,du}{\int u^{3/2}w\,du}.$$

## Why the iteration converges

$K$ is similar to the symmetric matrix $J=D^{1/2}KD^{-1/2}$, whose entries are nonnegative. Let $J^0$ be the same matrix with $M$ replaced by $L$, so that $J=cJ^0$ link by link. The positive vector $\psi=D^{1/2}u^{-1/2}$ satisfies $J^0\psi=\psi$, which expresses particle conservation. On a ladder cut at the top, $J^0\psi\le\psi$. For any vector $\phi$, the inequality $2|\phi_i\phi_j|\le\phi_i^2\psi_j/\psi_i+\phi_j^2\psi_i/\psi_j$ gives
$$|\phi\cdot J^0\phi|\le\sum_i\phi_i^2\frac{(J^0\psi)_i}{\psi_i}\le|\phi|^2 .$$
A finite ladder therefore has spectral radius $\rho\le c_{\max}<1$.

On an infinite ladder $c$ tends to 1, so this bound is not enough. Far up, $f\to0$ and $L_+/L_-\to1$. The probabilities of going up and down become $N/(2N+1)$ and $(N+1)/(2N+1)$, and a link of $J$ tends to
$$c\,\frac{\sqrt{N(N+1)}}{2N+1}=\frac c2\,\mathrm{sech}\frac{x_0}2,\qquad c\simeq1-\frac1{\ln4u}.$$
A tridiagonal matrix with zero diagonal and links tending to $b$ has a continuous band $[-2b,2b]$, plus possible isolated eigenvalues. Here $2b=\mathrm{sech}(x_0/2)<1$. Spectral radius 1 would thus need a normalizable eigenvector $\phi$. That is impossible, since $|\phi\cdot J\phi|<|\phi|\cdot J^0|\phi|\le1$ for a normalized $\phi$. So $\rho<1$ on each infinite ladder as well. The links approach their limit only logarithmically in energy, because $1-c$ falls only as $1/\ln4u$.

## Error bounds and a free doubling

All entries of $K$ and $1/S_o$ are nonnegative, so $\tau_n$ and the mobility $\mu_n$ rise monotonically. The error is $\tau-\tau_n=K^n\tau$. With $y=D^{1/2}\tau$ and $y_\lambda$ its components along the eigenvectors of $J$,
$$r\cdot(\tau-\tau_n)=\tau\cdot BK^n\tau=\sum_\lambda(1-\lambda)\lambda^n y_\lambda^2 .$$
For even $n$ every term is nonnegative and at most $\rho^n$ times its value at $n=0$. Hence
$$\frac{\mu-\mu_n}{\mu}\le\rho^n\quad(n\text{ even}).$$
The sum over offsets keeps this form, with $\rho$ the largest radius.

Let $d_n=\mu_{n+2}-\mu_n$ for even $n$. It is a sum of the same kind with the extra factor $1-\lambda^2$. By the Cauchy–Schwarz inequality its successive ratios do not decrease, and they cannot exceed $\rho^2$. With $p=d_n/d_{n-2}$, summing the remaining differences gives
$$\frac{p}{1-p}\,d_n\le\mu-\mu_{n+2}\le\frac{\rho^2}{1-\rho^2}\,d_n .$$
This is a stopping rule with both a lower and an upper estimate.

The functional $\Phi_n=2r\cdot\tau_n-\tau_n\cdot B\tau_n$ does better than $r\cdot\tau_n$. Put $\tau_n=\tau-K^n\tau$ and use $r=B\tau$:
$$\Phi_n=r\cdot\tau-(K^n\tau)\cdot B(K^n\tau)=r\cdot\tau-r\cdot K^{2n}\tau=r\cdot\tau_{2n},$$
because $K^{\mathsf T}B=BK$. In practice $\Phi_n=r\cdot\tau_n+\tau_n\cdot D(\tau_{n+1}-\tau_n)$, so $n+1$ sweeps yield $\mu_{2n}$.

## Pseudocode and cost

Emission sets in as $\mathrm{arsinh}\sqrt{u-1}$, which has a square-root singularity. The substitution $\epsilon=s^2$, $du=2s\,ds$ makes it $\mathrm{arsinh}\,s$, which is smooth. Gauss–Legendre points in $s$ on $(0,1)$ then suit the offset integral, and no interpolation in energy is needed.

```
for each Gauss point s with weight W:
    u[j] = s^2 + j,  j = 0..J-1;  q = 2*s*W
    compute S_o, K_plus, K_minus, r
    b = 1/S_o
    # Rode, in tau form
    tau = 0
    repeat:
        new[j] = b[j] + K_plus[j]*tau[j+1]
                      + K_minus[j]*tau[j-1]
        tau = new        # missing neighbours are 0
    # or direct elimination
    p[0] = 1;  h[0] = b[0]
    for j = 1..J-1:
        t = K_minus[j]/p[j-1]
        p[j] = 1 - t*K_plus[j-1]
        h[j] = b[j] + t*h[j-1]
    tau[J-1] = h[J-1]/p[J-1]
    for j = J-2..0:
        tau[j] = (h[j] + K_plus[j]*tau[j+1])/p[j]
    add q*sum(r*tau) to num, q*sum(r) to den
mobility = (e/m)*num/den
```

For $P$ offsets and $J$ rungs, one sweep and one direct elimination both cost $O(PJ)$ operations. With this single phonon energy the direct solution is therefore preferable. Elastic scattering only adds its momentum-relaxation rate to $S_o$ and keeps the system tridiagonal. A second phonon energy ends the tridiagonal form. If it is a whole multiple of the first, the ladders stay separate but gain links longer than one rung. If the ratio is not a whole number, different offsets are coupled. For a ratio $p/q$ in lowest terms, $q$ offsets close into one finer ladder of spacing $\hbar\omega/q$, a banded system that needs no interpolation if the grid is built on that spacing. Otherwise the sweep remains a simple update, but with the Gauss points used here it needs values of $\tau$ interpolated between the offsets.

The pivots $p_j$ are Schur complements of the positive definite matrix $1-J$, where $J$ is again the symmetric matrix of the convergence proof and not the number of rungs. They are therefore at least $1-\rho$. Elimination without row exchanges is stable as long as $\rho$ is not close to 1.

## Worked example

Take $m=0.07\,m_e$, $\hbar\omega=35$ meV, $\varepsilon_\infty=11$, $\varepsilon_0=13$, $T=300$ K and $\eta=-6$. These are round model values, and the electron density is $1.15\times10^{15}$ cm$^{-3}$. Then $1/\varepsilon_p=2/143=0.01399$. With the Rydberg energy of 13.606 eV,
$$\alpha=0.01399\sqrt{\frac{0.07\times13.606}{0.035}}=0.0730 .$$
Further, $\alpha\omega=3.88\times10^{12}$ s$^{-1}$, $x_0=1.354$ and $N=0.348$. The grid has 48 offsets and 60 rungs.

One row can be followed by hand. At $u=0.25$, $L_+=2\,\mathrm{arsinh}(0.5)=0.9624$ and $\beta=1.3416$, so $c_+=\beta-1/L_+=0.3026$. There is no emission, hence $K_+=c_+\sqrt{1.25/0.25}=0.6766$. The first iterate is $1/S_o=384.2$ fs, and the direct solution at $u=1.25$ is 251.1 fs. The row gives
$$\tau=384.2+0.6766\times251.1=554.1\ \text{fs},$$
in agreement, within rounding, with the direct value of 554.0 fs.

The thermal average is $\langle\tau\rangle=356.12$ fs, and the mobility is
$$\mu=\frac{1.7588\times10^{11}}{0.07}\times356.12\times10^{-15}=0.8948\ \text{m}^2/(\text{V s})=8948\ \text{cm}^2/(\text{V s}).$$

The iteration approaches it as follows; the deficit is relative to the direct value.

| $n$ | $\mu_n$, cm²/(V s) | deficit |
|---|---|---|
| 1 | 4980.6 | 0.443 |
| 2 | 6929.4 | 0.226 |
| 4 | 8446.2 | 0.056 |
| 6 | 8818.1 | 0.0145 |
| 8 | 8913.5 | 0.0039 |
| 10 | 8938.6 | 0.0010 |
| 20 | 8947.96 | $1.9\times10^{-6}$ |

The first iterate counts every collision as a complete loss of direction, and it misses 44% of the mobility. After 7, 14 and 21 sweeps the deficit is below $10^{-2}$, $10^{-4}$ and $10^{-6}$.

The spectral radius of the 60-rung ladders is 0.651, so the bound at $n=10$ is $0.651^{10}=0.014$, well above the actual 0.0010. The radius grows with ladder length: 0.577, 0.621 and 0.651 for 15, 30 and 60 rungs. The band edge of the infinite ladder is $\mathrm{sech}(x_0/2)=0.808$. In this example a finite-ladder radius is thus no estimate of the infinite one. These radii belong to the model ladder: 60 rungs span 2.1 eV, far beyond the range where a real light-mass band is parabolic and has a single valley. The mobility hardly feels the difference, because the upper rungs carry thermal weight of order $e^{-x_0u}$.

For the stopping rule, $d_6=95.35$ and $d_8=25.16$ cm²/(V s), so $p=0.264$. The remaining error after ten sweeps must lie between $0.358\,d_8=9.0$ and $0.735\,d_8=18.5$ cm²/(V s). It is 9.4.

A shortcut replaces $\tau_\pm$ by $\tau$ in each row, which gives $1/\tau_m=\sum_\pm A_\pm(1-c_\pm v_\pm/v)$. Its mobility is 12 719 cm²/(V s), 42% too high within this model. The row above shows the effect at one energy. At $u=0.25$ the shortcut gives $384.2/(1-0.6766)=1188$ fs instead of 554 fs, because it credits the electron with the long $\tau$ of the lower rung after absorption, when its true $\tau$ is less than half as large.

For $\eta=2$ the density is $1.31\times10^{18}$ cm$^{-3}$. The first iterate is 3673 and the direct mobility 8287 cm²/(V s), and 17 sweeps bring the deficit below $10^{-4}$. The spectral radius agrees with the nondegenerate one to the five digits computed. This would follow if the leading eigenvector sits high on the ladder, where $f$ is negligible; the eigenvector itself was not examined. Screening, omitted here, would matter at this density.

## Low temperature

Return to the two-energy case, now with known rates. For small $u$,
$$A=2\alpha\omega N\,\frac{\mathrm{arsinh}\sqrt u}{\sqrt u}\simeq2\alpha\omega N\left(1-\frac u6\right).$$
Put $t=\sqrt{u/(u+1)}$. Then $\beta=\frac12(t+1/t)$ and $L=2\,\mathrm{artanh}\,t$, so $1/L\simeq\frac1{2t}-\frac t6$ and $c\simeq\frac t2+\frac t6=\frac{2t}3$. To first order $c^2=4u/9$. The term with $1/A'$ is about $2N/(3\sqrt u)$ times $1/A$. At thermal energies, $u\sim1/x_0$, this is exponentially small, so
$$\tau\simeq\frac1{A(1-c^2)}\simeq\frac1{2\alpha\omega N}\left(1+\frac u6+\frac{4u}9\right)=\frac1{2\alpha\omega N}\left(1+\frac{11u}{18}\right).$$
With weight $u^{3/2}e^{-x_0u}$, $\langle u\rangle=5/(2x_0)$, and
$$\mu\simeq\frac{e}{2m\alpha\omega N}\left(1+\frac{55}{36x_0}\right).$$
Of the $11/18$, $3/18$ comes from the energy dependence of absorption and $8/18$ from direction remembered through absorption and re-emission. Direct solutions at $x_0=100$ and 200, extrapolated linearly in $1/x_0$, give the coefficient 1.5276, against $55/36=1.5278$.

The formula needs $x_0$ much larger than 1.5. At 100 K, where $x_0=4.06$, its leading term is about $1.85\times10^5$ and the corrected value $2.54\times10^5$ cm²/(V s), while the direct solution gives $2.08\times10^5$. At 200, 300 and 400 K, with $\eta=-6$ throughout, the direct mobilities are 20 311, 8948 and 6076 cm²/(V s). The sweeps needed for a deficit below $10^{-4}$ rise from 11 at 100 K to 17 at 400 K.

## Failure modes

**Stopping on the last step.** At $n=6$ the next step is 65 cm²/(V s), but the remaining error is 130. The two-sided estimate above avoids this.

**Trusting $\tau$ at high energy.** The error bound holds in a norm weighted by $D$, which falls as $e^{-x_0u}$. At fixed $n$ it allows a pointwise error growing as $e^{x_0u/2}$. A converged mobility does not guarantee a converged $\tau$ on the upper rungs.

**Cancellation in $M$.** For small $u_<$, $\beta L$ is close to 1. The series $M=\frac43t^2+\frac8{15}t^4+\dots$ then replaces the difference.

**Underflow.** At low temperature $w$ vanishes numerically on high rungs, and $\tau$ cannot be recovered from $g$. The $\tau$ form contains rates alone and has no such division.

**The top rung.** Its upward out-rate stays in $S_o$ while the return from above is dropped. This removes nonnegative terms, so truncation lowers $\tau$ on every remaining rung. The computed mobility need not fall, because the thermal average loses its upper rungs as well. The ladder must reach $x_0u\gg1$, and in a degenerate gas also $x_0u-\eta\gg1$, and then go at least one rung further. In a cold gas a single rung already reaches $x_0u\gg1$, but it drops the direction remembered through absorption and re-emission, the $8/18$ term above, and lowers the mobility by about 5% at $x_0=20$.

**Physics outside the model.** Nonparabolicity, screening, phonons driven out of equilibrium and other scattering mechanisms change the rates. Coupling that is not weak invalidates the golden rule itself. The mobilities above belong to the stated model and do not predict those of a real sample.
